# B-Splines from Divided Differences: Recursion, Smoothness and Boundary Conditions, part 1

(Sections cited here and not found follow in the second part.)

## 1. From hat functions to the recursion

### The situation

An s electron is attracted by a thin spherical shell of radius $r_0$ and is confined inside a hard wall at radius $R$. In atomic units its radial function $P(r)$, which is $r$ times the radial part of the wave function, obeys

$$-\tfrac12P''(r)-g\,\delta(r-r_0)P(r)=E\,P(r),\qquad P(0)=P(R)=0 .$$

Integrating across the shell gives $-\frac12[P'(r_0^+)-P'(r_0^-)]-gP(r_0)=0$, because the integral of the finite right side over a vanishing interval is zero. So $P$ is continuous, but its slope jumps by $-2gP(r_0)$. Everywhere else $P$ is smooth.

A good basis should therefore consist of smooth, localized functions that can form a kink at one chosen place and can be made to vanish at the two ends. Joined pieces of polynomials can do this. The question is how to build them, and how to control the smoothness of each joint.

### The simplest case: hats

Take three points $t_1<t_2<t_3$. The hat function rises linearly from 0 at $t_1$ to 1 at $t_2$ and falls to 0 at $t_3$. It is the difference of two descending ramps. One ramp equals 1 for $x<t_2$ and falls to 0 at $t_3$; the other equals 1 for $x<t_1$ and falls to 0 at $t_2$. With $(u)_+=\max(u,0)$,

$$\text{hat}(x)=\frac{(t_3-x)_+-(t_2-x)_+}{t_3-t_2}-\frac{(t_2-x)_+-(t_1-x)_+}{t_2-t_1}.$$

Two features are already visible. In a row of neighbouring hats every ramp except the two outermost occurs once with a plus and once with a minus sign, so the sum telescopes to the difference of those two. And if $t_1$ moves into $t_2$, the second ramp steepens into a step, so the hat acquires a jump: merging points costs smoothness.

Each ramp is a difference quotient in the variable $t$ of the function $(t-x)_+$. To obtain smoother pieces we replace this function by a higher power and the quotient by a higher divided difference.

### Divided differences, with repeated points allowed

Let $\tau_0\le\dots\le\tau_q$ be points, possibly repeated, and let $f(t)$ be smooth near them. A unique polynomial $p$ of degree at most $q$ agrees with $f$ at these points, where a point listed $m$ times requires agreement of $f,f',\dots,f^{(m-1)}$. Uniqueness holds because the difference of two candidates has $q+1$ zeros, counted with multiplicity, and degree at most $q$. Existence follows because there are as many linear conditions as coefficients. The divided difference $[\tau_0,\dots,\tau_q]f$ is the coefficient of $t^q$ in $p$. Four properties are needed.

**(a)** It is linear in $f$, gives 0 for polynomials of degree below $q$, and gives 1 for $t^q$, since such polynomials interpolate themselves.

**(b)** If all points equal $\xi$, then $p$ is the Taylor polynomial, so the result is $f^{(q)}(\xi)/q!$.

**(c)** If $\tau_0<\tau_q$, then

$$[\tau_0,\dots,\tau_q]f=\frac{[\tau_1,\dots,\tau_q]f-[\tau_0,\dots,\tau_{q-1}]f}{\tau_q-\tau_0}.$$

For the proof, let $p_L$ interpolate at all points but the last and $p_R$ at all but the first. Consider

$$p=\frac{(t-\tau_0)p_R+(\tau_q-t)p_L}{\tau_q-\tau_0},\qquad p-f=\frac{(t-\tau_0)(p_R-f)+(\tau_q-t)(p_L-f)}{\tau_q-\tau_0}.$$

At $\tau_0$ the error $p_R-f$ has one zero too few, and the factor $t-\tau_0$ supplies it. At $\tau_q$ the factor $\tau_q-t$ does the same for $p_L-f$. At other points both errors already have all required zeros. Hence $p$ is the full interpolant, and its leading coefficient is the stated quotient.

**(d)** For any number $x$ and smooth $h$,

$$[\tau_0,\dots,\tau_q]\big((t-x)h\big)=[\tau_1,\dots,\tau_q]h+(\tau_0-x)[\tau_0,\dots,\tau_q]h .$$

To see this, let $u$ interpolate $h$ at $\tau_1,\dots,\tau_q$. Then $(t-\tau_0)u$ interpolates $(t-\tau_0)h$ at all $q+1$ points, and its leading coefficient is that of $u$. So $[\tau_0,\dots,\tau_q]((t-\tau_0)h)=[\tau_1,\dots,\tau_q]h$. Writing $t-x=(t-\tau_0)+(\tau_0-x)$ and using linearity gives (d).

### The definition

Let $t_1\le t_2\le\dots$ be the **knots**. The order $k$ means polynomial degree $k-1$. We require $t_i<t_{i+k}$, so no knot occurs more than $k$ times. Define the truncated power

$$T_k(t)=(t-x)_+^{k-1},$$

equal to $(t-x)^{k-1}$ for $t>x$ and to 0 for $t<x$. The B-spline is

$$B_{i,k}(x)=(t_{i+k}-t_i)\,[t_i,\dots,t_{i+k}]\,T_k .$$

The divided difference acts on $t$; $x$ is a parameter. If $x$ is not a knot, $T_k$ is smooth near every knot and the definition is meaningful. At a knot we assign the limit from the right, except at the right end of the domain, where we use the limit from the left. Identities proved between knots then extend to the knots by taking limits.

Property (c) gives the form that generalizes the difference of ramps:

$$B_{i,k}=[t_{i+1},\dots,t_{i+k}]T_k-[t_i,\dots,t_{i+k-1}]T_k. \tag{1}$$

For $k=1$, $T_1$ is 1 when $t>x$ and 0 when $t<x$. Equation (1) becomes $T_1(t_{i+1})-T_1(t_i)$, which is 1 for $t_i\le x<t_{i+1}$ and 0 elsewhere. For $k=2$ it is the hat.

### The Cox–de Boor recursion

For $k\ge2$ we have $T_k(t)=(t-x)T_{k-1}(t)$. Abbreviate

$$D_i=[t_i,\dots,t_{i+k-1}]T_{k-1}.$$

Property (d), followed by (c), gives

$$[t_i,\dots,t_{i+k}]T_k=D_{i+1}+(t_i-x)\frac{D_{i+1}-D_i}{t_{i+k}-t_i}.$$

Multiply by $t_{i+k}-t_i$. The coefficient of $D_{i+1}$ is $(t_{i+k}-t_i)+(t_i-x)=t_{i+k}-x$, and that of $D_i$ is $-(t_i-x)=x-t_i$:

$$B_{i,k}=(x-t_i)D_i+(t_{i+k}-x)D_{i+1}. \tag{2}$$

If $t_i<t_{i+k-1}$, the definition at order $k-1$ says $D_i=B_{i,k-1}/(t_{i+k-1}-t_i)$. Therefore

$$B_{i,k}(x)=\frac{x-t_i}{t_{i+k-1}-t_i}B_{i,k-1}(x)+\frac{t_{i+k}-x}{t_{i+k}-t_{i+1}}B_{i+1,k-1}(x). \tag{3}$$

If instead $t_i=\dots=t_{i+k-1}=\xi$, property (b) gives $D_i=T_{k-1}^{(k-1)}(\xi)/(k-1)!$. On either side of $x$, $T_{k-1}$ is a polynomial in $t$ of degree at most $k-2$, so this derivative is zero for $x\ne\xi$. The rule that a term with zero denominator is dropped is thus a consequence of the definition.

**A limit.** Put $k$ knots at 0 and $k$ knots at 1, leaving one interval. All surviving denominators in (3) equal 1, so on $0<x<1$ each step is $B_{i,q}=xB_{i,q-1}+(1-x)B_{i+1,q-1}$. Starting from the single box function, this is Pascal's rule for binomial coefficients, and the result is

$$B_{i,k}=\binom{k-1}{i-1}x^{i-1}(1-x)^{k-i}.$$

These are the Bernstein polynomials. Their sum is $(x+1-x)^{k-1}=1$, and the $i$-th starts at 0 as $x^{i-1}$. Both features will carry over to any knot sequence whose end knots are $k$-fold.

### The slope

A divided difference is a fixed linear combination of values and $t$-derivatives at the knots, so for $x$ between knots it can be interchanged with $d/dx$. Since $dT_k/dx=-(k-1)T_{k-1}$,

$$B'_{i,k}=-(k-1)(t_{i+k}-t_i)[t_i,\dots,t_{i+k}]T_{k-1}=-(k-1)(D_{i+1}-D_i),$$

where the last step is (c). Hence

$$B'_{i,k}=(k-1)\left[\frac{B_{i,k-1}}{t_{i+k-1}-t_i}-\frac{B_{i+1,k-1}}{t_{i+k}-t_{i+1}}\right], \tag{4}$$

again without terms of zero denominator. The minus sign from differentiating $t-x$ has reversed the order of the two terms. For $k=2$ the formula gives the rising and falling slopes of the hat. At a knot it gives the slope of the piece on the chosen side.

### Local support and positivity

If $x>t_{i+k}$, then $T_k$ vanishes near all knots of $B_{i,k}$, and so does the spline. If $x<t_i$, then $T_k$ is the ordinary polynomial $(t-x)^{k-1}$ near all of them, and a difference over $k+1$ points annihilates it by (a). So $B_{i,k}$ vanishes outside $[t_i,t_{i+k}]$.

Inside, between knots, it is positive. This is true for $k=1$. Suppose it is true for order $k-1$, and let $t_i<x<t_{i+k}$ with $x$ not a knot. Both prefactors in (2) are positive and neither $D$ is negative. If $x<t_{i+k-1}$, then $D_i>0$. Otherwise $x>t_{i+k-1}\ge t_{i+1}$, and $D_{i+1}>0$. In either case the sum is positive.

On a nonempty interval $(t_j,t_{j+1})$ the nonzero splines have $i\le j$ and $i+k\ge j+1$. These are the $k$ splines $i=j-k+1,\dots,j$. Overlap and kinetic-energy matrices are therefore banded: elements with $|i-j|\ge k$ vanish.

### Partition of unity, and where it fails

Let there be $n$ splines, with knots $t_1,\dots,t_{n+k}$. Take $x$ in a nonempty interval $(t_j,t_{j+1})$ and add (1) over the $k$ nonzero splines. Neighbouring terms cancel:

$$\sum_{i=j-k+1}^{j}B_{i,k}(x)=[t_{j+1},\dots,t_{j+k}]T_k-[t_{j-k+1},\dots,t_j]T_k=1-0 .$$

In the first difference all $k$ knots lie to the right of $x$, where $T_k=(t-x)^{k-1}$ has leading coefficient 1. In the second all lie to the left, where $T_k=0$.

The argument needs all $k$ splines to exist, that is, $j\ge k$ and $j\le n$. So the sum is 1 on the **basic interval** $[t_k,t_{n+1}]$. Outside it, some members are missing. For $k=4$ and simple knots $0,1,\dots,8$ there are five splines and the basic interval is $[3,5]$. At $x=1.5$ only the first two are nonzero, and (1) gives

$$B_1+B_2=1-[0,1,2,3](t-1.5)_+^3=1-\frac{1.5^3-3(0.5)^3}{6}=0.5 .$$

At $x=3.5$ the sum is 1. If the first and last knots are $k$-fold, the basic interval is the whole domain.

### One evaluation by hand

Take $k=4$ and knots beginning $0,0,0,0,1,2,2,3,3,3$. At $x=1.5$ we are between $t_5=1$ and $t_6=2$. The order-1 spline $B_{5,1}$ is 1, and at order 2 $B_4=B_5=0.5$. At order 3, equation (3) gives

$$B_3=\tfrac{0.5}{2}(0.5)=0.125,\quad B_4=\tfrac{1.5}{2}(0.5)+\tfrac{0.5}{1}(0.5)=0.625,\quad B_5=\tfrac{0.5}{1}(0.5)=0.25 .$$

At order 4,

$$B_2=\tfrac{0.5}{2}(0.125)=0.03125,\qquad B_3=\tfrac{1.5}{2}(0.125)+\tfrac{0.5}{2}(0.625)=0.25,$$

$$B_4=\tfrac{1.5}{2}(0.625)+\tfrac{1.5}{2}(0.25)=0.65625,\qquad B_5=\tfrac{0.5}{2}(0.25)=0.0625 .$$

They add to 1. For the slopes, the order-3 values divided by their knot spans are $D_3=0.0625$, $D_4=0.3125$ and $D_5=0.125$. Equation (4) then gives $B_2'=-3D_3=-0.1875$, $B_3'=3(D_3-D_4)=-0.75$, $B_4'=3(D_4-D_5)=0.5625$ and $B_5'=3D_5=0.375$. They add to zero, as the derivative of a constant sum must.

## 2. Smoothness, boundaries and the shell

### What is carried over

The knots $t_1\le\dots\le t_{n+k}$ define $n$ splines of order $k$, that is, of degree $k-1$:

$$B_{i,k}(x)=(t_{i+k}-t_i)[t_i,\dots,t_{i+k}]T_k,\qquad T_k(t)=(t-x)_+^{k-1}.$$

The bracket is a divided difference in $t$: the leading coefficient of the polynomial that interpolates at the listed knots, with derivatives where knots repeat. It gives 1 for a polynomial of degree $k$ with leading coefficient 1. Each spline vanishes outside $[t_i,t_{i+k}]$, and the splines add to 1 on $[t_k,t_{n+1}]$. The shell problem has strength $g$, shell radius $r_0$, wall radius $R$, and slope jump $-2gP(r_0)$. Below, the order index on $B_i$ is omitted.

### How a repeated knot lowers smoothness

The hat showed that merged knots cost continuity. To find the general law, let $\xi$ occur $m$ times among the $k+1$ knots belonging to one spline $B_i$. Its divided difference has the form

$$[t_i,\dots,t_{i+k}]f=\sum_{r=0}^{m-1}w_r f^{(r)}(\xi)+(\text{terms from the other knots}).$$

The weight $w_{m-1}$ of the highest derivative decides the smoothness. To isolate it, choose

$$f(t)=(t-\xi)^{m-1}\prod_{t_j\ne\xi}(t-t_j),$$

with the product over the spline's other knots, repeated ones included. The degree is $(m-1)+(k+1-m)=k$ and the leading coefficient is 1, so the divided difference is 1. All data at the other knots vanish, as do the derivatives at $\xi$ below order $m-1$. Only $f^{(m-1)}(\xi)=(m-1)!\prod(\xi-t_j)$ remains, and hence

$$w_{m-1}=\frac{1}{(m-1)!\,\prod_{t_j\ne\xi}(\xi-t_j)}\ne0 .$$

Now insert $f=T_k$. Its $r$-th derivative in $t$ at $\xi$ is $\frac{(k-1)!}{(k-1-r)!}(\xi-x)_+^{k-1-r}$. As $x$ passes $\xi$, the terms from other knots remain polynomials in $x$. The roughest term at $\xi$ is the one with the lowest power, $r=m-1$, which is proportional to $(\xi-x)_+^{k-m}$.

Let $s=k-m$. The derivatives of $(\xi-x)_+^s$ below order $s$ are continuous at $x=\xi$. The derivative of order $s$ equals $(-1)^ss!$ on the left and 0 on the right, so its jump, right minus left, is $(-1)^{s+1}s!$. The factor $s!$ cancels the denominator $(k-m)!$, and

$$\Delta B_i^{(k-m)}(\xi)=(-1)^{k-m+1}\frac{(t_{i+k}-t_i)\,(k-1)!}{(m-1)!\,\prod_{t_j\ne\xi}(\xi-t_j)}. \tag{5}$$

This is never zero. A knot occurring $m$ times in a spline therefore leaves continuous derivatives through order $k-1-m$ and no further. For cubic splines, $k=4$:

- $m=1$: the third derivative jumps.
- $m=2$: the second derivative jumps.
- $m=3$: the function is continuous and has a kink.
- $m=4$: the function itself has a step.

The count refers to the knots of the individual spline. If a triple knot lies at the edge of a spline's support and only two copies belong to that spline, the spline still has a continuous slope there.

We have built the B-splines from divided differences and found, in equation (5), how a repeated knot lowers their smoothness. It remains to check this law, to show that the splines span the whole piecewise-polynomial space, and to apply them to the boundary conditions and the shell.

All numerical values are calculated from the stated model.
